How spin speed sets the thickness of a dried resist film

Q: A spinning wafer throws resist outward with a force that grows as the square of the speed. Why should the dry film not simply get thinner in that same proportion? Start with the flow alone.

A: Because a thin film resists flow more and more strongly as it thins. Let the wafer turn at angular speed ω, and let the resist solution have density ρ, viscosity η and thickness h, the same at every radius r. I take it to be Newtonian, uniform through its depth and so thin that viscous stress balances the centrifugal force at each height z. In the rotating frame the radial velocity u obeys

η ∂²u/∂z² = −ρω²r.

The air is first assumed to exert no stress, so ∂u/∂z = 0 at z = h. One integration gives η ∂u/∂z = ρω²r(h − z). The liquid sticks to the wafer, so u = 0 at z = 0, and a second integration gives

u = (ρω²r/η)(hz − z²/2).

The volume flux per unit circumference is the integral of u from 0 to h:

q = (ρω²r/η)(h³/2 − h³/6) = ρω²r h³/(3η).

Volume conservation then gives the thinning by flow:

dh/dt = −(1/r) ∂(rq)/∂r = −2ρω²h³/(3η).

The factor 2 comes from differentiating r². The radius has dropped out, so a uniform film stays uniform.

Q: Then it thins for ever. Where does a final thickness come from?

A: Not from this equation. With constant viscosity, write K = 2ρω²/(3η). From dh/dt = −Kh³,

d(h⁻²)/dt = −2h⁻³ dh/dt = 2K, so h⁻² = h0⁻² + 2Kt,

where h0 is the initial thickness. After a long time h ≈ (2Kt)^(−1/2), which is proportional to ω⁻¹ at fixed spin time and has no final value. This is the limit of a solvent that does not evaporate. In a real resist the solvent leaves, the viscosity climbs and the flow stops. The speed at which the solvent leaves must therefore enter the answer.

Q: You will now tell me that evaporation goes as √ω. Why should the air know about square roots?

A: The disk drags air round and flings it outward, and fresh air is drawn down to replace it. Let ν be the kinematic viscosity of the air, and measure height above the surface by ζ = z√(ω/ν). For laminar flow over a wide disk, with still air far above, try

v_r = rω U(ζ), v_θ = rω V(ζ), v_z = √(νω) W(ζ).

In the radial momentum equation every term then carries the factor rω². The same holds for the azimuthal equation, and in the continuity equation every term carries ω. What remains, with primes for d/dζ, is

U² − V² + WU′ = U″, 2UV + WV′ = V″, W′ = −2U,

with U = W = 0 and V = 1 at the surface, and U, V → 0 far away. No ω is left. The layer is a few times √(ν/ω) thick, the same at every radius.

Let φ be the vapour density divided by its saturated value ρ_vap, and D the diffusivity of the vapour. Steady transport requires v_z ∂φ/∂z = D ∂²φ/∂z², that is

ωWφ′ = (Dω/ν)φ″, or φ″ = (ν/D)Wφ′.

Over pure solvent φ = 1 at the surface and φ → 0 far away. The solution has a surface slope −φ′(0) = β that depends on ν/D and on nothing else. The mass flux is βDρ_vap√(ω/ν). Dividing by the density of liquid solvent gives the velocity at which evaporation lowers the surface:

e = C√ω, C = βDρ_vap/(ρ_solvent√ν).

Q: That rests on a clever substitution. Does it survive a direct solution?

A: The air equations were also solved in dimensional form, separately at 1000, 2000, 3000 and 4000 rpm, with ν = 15 mm²/s and D = 6 mm²/s. The transfer coefficients k = e ρ_solvent/ρ_vap were 9.96, 14.08, 17.24 and 19.91 mm/s. They agree with βD√(ω/ν), β = 0.628, within the tested 0.1 %. Four times the speed gives twice the evaporation.

Q: Now balance the two and be done?

A: The balance gives the power of ω. Let η0 be the initial viscosity, and from here on let K = 2ρω²/(3η0). The two rates are equal at the thickness H where KH³ = e:

H³ = 3η0e/(2ρω²) = [3η0C/(2ρ)] ω^(−3/2).

The exponent is 1/2 − 2 = −3/2, and the cube root gives H ∝ ω^(−1/2). If the film flows without drying down to H and then dries without flowing, a polymer volume fraction c0 leaves a dry film c0H.

Q: I object to "and then". Nothing switches off at H. The film was already drying before, and it still flows afterwards. The viscosity is not constant either.

A: All three objections are sound, so the balance is an estimate. The two processes can be followed together instead. Let c be the polymer volume fraction and S = ch the thickness of the solids alone. Volumes are taken as additive and the density as constant. Write the viscosity as η0/m(c), so that m(c0) = 1 and m falls as the solution becomes more viscous. Over a polymer solution the vapour density is lower by the solvent activity g(c), so the evaporation rate is e g(c). Then

dh/dt = −K m h³ − e g,
dS/dt = −c K m h³ = −K m h² S.

The flow removes solids in proportion to their share, and evaporation removes none. Differentiate c = S/h:

dc/dt = (1/h) dS/dt − (S/h²) dh/dt
= −K m h² c + K m h² c + c e g/h
= c e g/h.

The flow terms cancel because outflow carries away liquid of the same composition as what stays. Concentration can therefore serve as the clock. Divide the solids equation by the last line and use h = S/c:

dS/dc = −K m h³ S/(c e g) = −K m S⁴/(e g c⁴).

Multiplying by −3S⁻⁴ turns the left side into a total derivative:

d(S⁻³)/dc = 3K m/(e g c⁴).

The right side no longer contains S. Integrate from c0, where S = c0h0, to c = 1, where S is the dry thickness h_f:

h_f⁻³ = (c0h0)⁻³ + (3K/e) I, I = ∫ m(c)/[g(c)c⁴] dc from c0 to 1.

Q: And the speed?

A: It sits in one factor:

3K/e = 2ρω²/(η0C√ω) = 2ρω^(3/2)/(η0C).

If the initial film is thick enough for the term (c0h0)⁻³ to be negligible,

h_f = [η0C/(2ρI)]^(1/3) ω^(−1/2).

Within this model, the power −1/2 holds for any viscosity law and any activity law that do not themselves depend on ω. Those laws enter through I and change the prefactor. In the opposite limit, a film so thin at the start that the first term dominates, h_f ≈ c0h0: it dries where it lies and the speed does not matter.

Q: You assume that I is finite. Near c = 1 the activity g vanishes, and you divide by it.

A: That is a real condition. Close to c = 1, g is proportional to 1 − c. If m stayed finite there, the integral would diverge logarithmically: the last traces of solvent take for ever to leave, and the film would creep all the while. The viscosity has to rise fast enough to stop that creep, even though the solvent still disappears only gradually. In the example I choose

η = η_s exp[αc/(1 − c)], g = (1 − c) exp(c + χc²),

with η_s the solvent viscosity. The first diverges at c = 1, so m vanishes faster than any power of 1 − c. The second is the Flory–Huggins activity for long chains, with interaction parameter χ.

Q: If the simple balance was so badly argued, why does it get anywhere near the right size?

A: Take constant viscosity and activity, m = g = 1. Then I = (c0⁻³ − 1)/3, and 3K/e = 3/H³. Hence

h_f⁻³ = (c0h0)⁻³ + (c0⁻³ − 1)/H³.

Multiplying by (c0H)³ and solving for h_f gives

h_f = c0H/[1 − c0³ + (H/h0)³]^(1/3).

For a dilute, initially thick film this is very nearly c0H. To see why, stop the integral at a general c = S/h, with h0 very large:

S⁻³ = c0⁻³/H³ − h³/(S³H³).

Multiply by S³ and rearrange:

S = c0(H³ + h³)^(1/3).

At h = H this is 2^(1/3) c0H, about 26 % more solids than the estimate allows, because evaporation had already done part of the thinning without removing polymer. The later flow then takes that excess away. The two errors in the "and then" argument cancel, apart from the small c0³ term. For a viscosity that rises with concentration, the cancellation is incomplete.

Q: Put numbers in, for something that could be a resist.

A: Take a novolac-type resist in the solvent PGMEA on a 100 mm wafer at 3000 rpm, or ω = 314.16 rad/s. The inputs are rough typical values: c0 = 0.15, h0 = 100 μm, ρ = 1000 kg/m³, η0 = 10 mPa s, η_s = 1.1 mPa s and χ = 0.4. Matching η0 at c0 requires

α = ln(10/1.1) × 0.85/0.15 = 12.5.

A vapour pressure of 4 Torr at 296 K gives a saturated vapour density of 0.0286 kg/m³. With liquid solvent at 970 kg/m³,

e = 17.24 mm/s × 0.0286/970 = 0.508 μm/s.

The flow constant is

K = 2 × 1000 × 314.16²/(3 × 0.010) = 6.58×10⁹ m⁻² s⁻¹ = 6.58×10⁻³ μm⁻² s⁻¹.

The balance thickness and the estimate follow:

H = (0.508/0.00658)^(1/3) = 4.26 μm, c0H = 639 nm.

For the full result, C = 2.867×10⁻⁸ m s^(−1/2) and I = 47.63, so

h_f = [0.010 × 2.867×10⁻⁸/(2 × 1000 × 47.63)]^(1/3)/√314.16 = 8.15×10⁻⁷ m = 815 nm.

The rising viscosity makes the film 28 % thicker than c0H. The rates actually cross after 2.8 s, when the film is 5.1 μm thick and c has reached 0.18. It then holds 12 % more solids than the final film, and the flow removes that excess later.

Q: One speed proves nothing about a power. Did the time-dependent equations give it?

A: They were integrated in time at each speed, using the evaporation rate from the separate air solution. The dry thicknesses at 1000, 2000, 3000 and 4000 rpm were 1410.6, 997.6, 814.6 and 705.5 nm. The fitted exponent is −0.4998. The small departure from −1/2 comes from the finite initial film. At 1000 rpm its memory term lowers the thickness by the fraction (1.411/15)³/3 ≈ 0.0003, or 0.4 nm, which is the difference between the integration and the thick-film law there.

Q: Perhaps anything would have given you a half.

A: For e ∝ ω^p, the combination e/K goes as ω^(p−2), and its cube root gives h_f ∝ ω^((p−2)/3). Evaporation that ignores the speed should thus give −2/3. With e held at its 3000 rpm value for all four speeds, the fit gave −0.6663. The square root in the evaporation is what turns −2/3 into −1/2.

Q: You let the air carry off vapour but not pull on the liquid. That is inconsistent.

A: It is, so let us add the pull. The radial stress on the surface is σr, with σ proportional to ω√(ω/ν), hence to ω^(3/2). A constant stress across the film adds a velocity σrz/η and a flux σrh²/(2η), and so a thinning rate σh²/η. Its ratio to centrifugal thinning is

(σh²/η)/(2ρω²h³/(3η)) = 3σ/(2ρω²h) ∝ ω^(−1/2)/h.

When h itself scales as ω^(−1/2), this ratio is the same at every speed. The prefactor changes and the exponent does not. With the stress included, the 3000 rpm film is 1.1 % thinner and the fitted exponent is again −0.4998.

Q: And a skin? The solvent leaves from the top, so the top should dry first.

A: The measure is the Péclet number e g h/D_film, where D_film is the diffusivity of solvent in the film. Once the film has forgotten its initial thickness, h ∝ ω^(−1/2) at a given composition. Since e ∝ ω^(1/2), the Péclet number is then independent of speed too. For a rough D_film of 10⁻¹⁰ m²/s it is 0.026 at the crossover, both at 1000 and at 4000 rpm, so the film is well mixed while the thickness is being decided. At c = 0.5, with a rough 10⁻¹² m²/s, it is 0.75, and uniform composition is no longer a good assumption. By then the flow is over: the part of I above c = 0.5 is 2×10⁻⁷ of the whole. A skin at that stage delays the drying but hardly changes the amount of polymer left. I have not solved for the composition through the depth, so this is an estimate.

Q: Is there anything that does shift the exponent?

A: Effects that bring in a length, a time or a heat capacity of their own. The initial thickness is such a length: starting from 20 μm instead of 100 μm changes the fitted exponent to −0.479. The spin time is such a time, and all thicknesses above assume that the wafer turns until the flow has stopped. The solids come within 1 % of their final value after about 15 s at 1000 rpm and 4 s at 4000 rpm. If the spin ends after 10 s and the film then dries where it lies, the exponent is −0.55; after 20 s it is back at −0.500. For a spin-up at 10 000 rpm per second, the exponent becomes −0.4976 and the 3000 rpm film is 0.2 % thicker. Evaporation also cools the wafer. An estimate with rough values for the latent heat and for the change of viscosity with temperature gives 0.8 K at the crossover at 1000 rpm and 0.4 K at 4000 rpm. The colder solvent evaporates more slowly, which the higher viscosity offsets in part. If the cooling reached at the crossover is applied to the whole process, the film is 0.6 % thinner at 3000 rpm and the exponent shifts by +0.003.

Q: How much of this would I trust on a production tool?

A: A dry film somewhat under a micrometre at 3000 rpm is ordinary for a resist of this kind. The 815 nm depends on the rough inputs, however. Constant viscosity and activity would give 640 nm. Two other rising viscosity laws with the same η_s and η0, an exponential in c and a power of 1 − c, give 787 and 801 nm. The exponential stays finite at c = 1, so strictly its I diverges; its figure is the solids left when c reaches 0.95, after which the creep is too slow to matter in any ordinary spin. A vapour pressure 20 % lower gives 756 nm. The prefactor therefore needs a measured evaporation rate as well as a measured curve of viscosity against concentration. On larger wafers the assumption of laminar, undisturbed air is also at risk. The Reynolds number ωR²/ν at the edge of this wafer, of radius R, is 5×10⁴ at 3000 rpm. Stationary spiral vortices set in over a disk near 8×10⁴, and turbulence at a few times 10⁵. Travelling waves can already grow slowly above about 5×10³, so the air layer over this wafer is not strictly stable either; the law for e assumes that such disturbances stay small. A 300 mm wafer at the same speed has nine times the value, about 5×10⁵, so its outer part would dry faster than the law for e allows. Exhaust flow and solvent vapour in the bowl alter e as well. Their effect is softened by the cube root: with all else fixed, a 10 % rise in e thickens the film by about 3 %. If such a change is the same fraction at every speed, the power −1/2 remains; if it varies with speed or radius, the exponent or the uniformity suffers. The remaining estimates are in the numerical output.

Computed values

```
Temperature: 296.15 K; vapour pressure: 4.0 Torr
Solvent molar mass: 132 g/mol
Density solvent, solution: 970, 1000 kg/m3
Viscosity solvent, solution: 1.1, 10.0 mPa s
Initial polymer fraction: 0.15; wet film: 100 um
Viscosity-law alpha: 12.51; chi: 0.4
Air viscosity, vapour diffusivity: 15, 6 mm2/s
Schmidt number: 2.50; beta: 0.6280
Saturated vapour density: 0.0286 kg/m3
Evaporation constant C: 2.867e-08 m s^-1/2
Integral I: 47.63
rpm | k mm/s | e um/s | H um | dry nm: direct, law
1000 | 9.96 | 0.2934 | 7.376 | 1410.6, 1411.0
2000 | 14.08 | 0.4150 | 5.216 | 997.6, 997.7
3000 | 17.24 | 0.5082 | 4.259 | 814.6, 814.6
4000 | 19.91 | 0.5868 | 3.688 | 705.5, 705.5
Fitted exponent, full model: -0.4998
Fitted exponent, constant evaporation: -0.6663
Fitted exponent, with air shear: -0.4998
At 3000 rpm:
Angular speed: 314.16 rad/s
K: 6.5797e-03 um^-2 s^-1
Balance estimate c0*H: 638.8 nm
Constant-viscosity dry film: 639.5 nm
Full dry film / (c0*H): 1.2752
Crossover time: 2.79 s; wet film: 5.088 um
Polymer fraction at crossover: 0.1800
Solids at crossover / final, full: 1.1245
Solids at crossover / final, constant: 1.2585
Share of I above c = 0.5: 2.0e-07
Neglected effects (3000 rpm unless stated):
Air shear, thickness: -1.09 %
Spin-up, thickness: 0.18 %
Fitted exponent with spin-up: -0.4976
Initial film, thickness: -0.0053 %
Cooling at crossover, 1000 and 4000 rpm: 0.81, 0.44 K
Cooling, thickness: -0.57 %
Cooling, exponent shift: +0.0031
Film diffusivity early, late: 1e-10, 1e-12 m2/s
Peclet at crossover, 1000 and 4000 rpm: 0.0259, 0.0259
Peclet at c = 0.5: 0.75
Inertia ratio, start and crossover: 9.9e-02, 6.6e-07
Vapour/air density ratio: 2.4 %
Edge shear rate: 2511 1/s; times relaxation: 6.0e-04
Edge air Reynolds, 3000 and 4000 rpm: 5.24e+04, 6.98e+04
```
